**Numerical test of the hard-wall condition for even F = 3/2 holes**

The program tests $j_0(kR)j_2(qR)+j_2(kR)j_0(qR)=0$, where $k$ and $q$ are the heavy- and light-hole wavenumbers at equal energy and $R$ is the dot radius. It asserts that the lowest root agrees, for three sets of Luttinger parameters, with the lowest even quartet of a three-dimensional diagonalization in polynomials; for one set it also asserts the second root. Further assertions cover the plane-wave averages, the local heavy and light solutions, the energy bounds and the d-wave weight. For a germanium dot of radius 8 nm with rough typical parameters, the output gives $kR=5.412$ and a 1S3/2 energy of 55.8 meV. The program also estimates the effects of warping, the split-off band, a finite oxide barrier, dielectric self-energy and flattening. Dielectric self-energy is the largest of these, at 19.9 meV. With six bands and warping, the lowest odd level lies below the lowest even one, so 1S3/2 is not the ground state of that fuller model.

## Numerical verification

```python
# Result under test: in the spherical Luttinger model with a hard wall at r = R
# the even-parity F = 3/2 hole levels obey
#     j0(kR) j2(qR) + j2(kR) j0(qR) = 0,
# k, q = heavy- and light-hole wavenumbers at the same hole energy E:
#     E = (hbar^2/2m0)(g1 - 2g) k^2 = (hbar^2/2m0)(g1 + 2g) q^2.
# g1, g: Luttinger parameters; g2, g3: their cubic versions, g = (2 g2 + 3 g3)/5.
# T(n) = (n.J)^2 - 5/4, J = spin-3/2 matrices, n = unit vector.
# Reduced units: length R, energy hbar^2/(2 m0 R^2).
# Independent road: 3D diagonalization in polynomials times (1 - r^2).
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal, solve_triangular
from scipy.optimize import brentq
from scipy.special import gammaln, spherical_jn


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j, np.diag(m)], dtype=complex)


J = spin_matrices(1.5)


def T(n):
    nj = np.einsum('i,iab->ab', n, J)
    return nj @ nj - 1.25 * np.eye(4)


def ball_basis(max_degree, parity):
    """Orthonormal polynomials vanishing on the unit sphere.
    Returns the integrals of d_i u d_j v, and the matrix of L^2."""
    top = max_degree + 2
    wide = [(a, b, c) for a in range(top + 1) for b in range(top + 1 - a)
            for c in range(top + 1 - a - b)]
    index = {m: i for i, m in enumerate(wide)}
    size = len(wide)
    powers = np.array(wide)
    total = powers[:, None, :] + powers[None, :, :]
    degree = total.sum(-1)
    moment = 2 * np.exp(gammaln((total + 1) / 2).sum(-1)
                        - gammaln((degree + 3) / 2)) / (degree + 3)
    gram = np.where((total % 2 == 0).all(-1), moment, 0.0)
    grad = np.zeros((3, size, size))
    turn = np.zeros((3, size, size))
    for row, m in enumerate(wide):
        for i in range(3):
            if m[i] == 0:
                continue
            low = list(m)
            low[i] -= 1
            grad[i, row, index[tuple(low)]] = m[i]
            for j in range(3):
                if j != i:
                    up = list(low)
                    up[j] += 1
                    sign = 1 if (i - j) % 3 == 1 else -1
                    turn[3 - i - j, row, index[tuple(up)]] += sign * m[i]
    chosen = [m for m in wide if sum(m) <= max_degree and sum(m) % 2 == parity]
    P = np.zeros((len(chosen), size))
    for row, m in enumerate(chosen):
        P[row, index[m]] = 1
        for i in range(3):
            up = list(m)
            up[i] += 2
            P[row, index[tuple(up)]] -= 1
    P /= np.sqrt(np.einsum('ij,jk,ik->i', P, gram, P, optimize=True))[:, None]
    lower = np.linalg.cholesky(P @ gram @ P.T)
    P = solve_triangular(lower, P, lower=True)
    G = [P @ grad[i] for i in range(3)]
    kinetic = [[G[i] @ gram @ G[j].T for j in range(3)] for i in range(3)]
    L2 = sum((P @ turn[i]) @ gram @ (P @ turn[i]).T for i in range(3))
    return kinetic, L2


def band_tensor(M, g1, g2, g3, w, s):
    """Matrices A_ij of H = sum K_i A_ij K_j."""
    one = np.eye(len(M[0]))
    return [[(g1 + w * g2) * one - s * g2 * M[i] @ M[i] if i == j
             else -s / 2 * g3 * (M[i] @ M[j] + M[j] @ M[i])
             for j in range(3)] for i in range(3)]


def four_band(g1, g2, g3):
    return band_tensor(J, g1, g2, g3, 2.5, 2.0)


def levels(basis, A, count=8, onsite=None, axes=(1, 1, 1), vectors=False):
    kinetic = basis[0]
    H = sum(np.kron(A[i][j], kinetic[i][j]) / (axes[i] * axes[j])
            for i in range(3) for j in range(3))
    if onsite is not None:
        H = H + np.kron(onsite, np.eye(len(kinetic[0][0])))
    H = (H + H.conj().T) / 2
    out = eigh(H, subset_by_index=[0, count - 1], eigvals_only=not vectors)
    return out


def condition(phi, beta):
    x = np.sqrt(beta) * phi
    return (spherical_jn(0, phi) * spherical_jn(2, x)
            + spherical_jn(2, phi) * spherical_jn(0, x))


def roots(g1, g, count=2):
    beta = (g1 - 2 * g) / (g1 + 2 * g)
    grid = np.linspace(0.05, 20, 4001)
    v = condition(grid, beta)
    cells = np.where(v[:-1] * v[1:] < 0)[0][:count]
    return [brentq(condition, grid[c], grid[c + 1], args=(beta,), xtol=1e-13)
            for c in cells]


# --- algebra of T, plane-wave averages, local solutions
rng = np.random.default_rng(4)
n = rng.normal(size=3)
n /= np.linalg.norm(n)
assert np.allclose(T(n) @ T(n), np.eye(4), atol=1e-12)
point = np.array([0.31, -0.42, 0.53])
dist = np.linalg.norm(point)
k_test = 3.7
cosines, weights = np.polynomial.legendre.leggauss(24)
average0, averageT = 0, np.zeros((4, 4), dtype=complex)
for c, w in zip(cosines, weights):
    for az in 2 * np.pi * np.arange(48) / 48:
        s = np.sqrt(1 - c * c)
        d = np.array([s * np.cos(az), s * np.sin(az), c])
        wave = w / 96 * np.exp(1j * k_test * d @ point)
        average0 += wave
        averageT += wave * T(d)
assert abs(average0 - spherical_jn(0, k_test * dist)) < 1e-10
assert np.allclose(averageT, -spherical_jn(2, k_test * dist) * T(point / dist),
                   atol=1e-10)

chi = rng.normal(size=4) + 1j * rng.normal(size=4)


def partial_wave(r, k, sign):
    d = np.linalg.norm(r)
    return (spherical_jn(0, k * d) * chi
            + sign * spherical_jn(2, k * d) * T(r / d) @ chi)


def residual(k, sign, energy, A, h=1e-3):
    e = h * np.eye(3)
    Hpsi = 0
    for i in range(3):
        for j in range(3):
            second = sum(a * b * partial_wave(point + a * e[i] + b * e[j], k, sign)
                         for a in (1, -1) for b in (1, -1)) / (4 * h * h)
            Hpsi = Hpsi - A[i][j] @ second
    psi = partial_wave(point, k, sign)
    return np.linalg.norm(Hpsi - energy * psi) / np.linalg.norm(energy * psi)


A_test = four_band(5.0, 1.0, 1.0)
res_heavy = residual(k_test, -1, 3.0 * k_test**2, A_test)
res_light = residual(k_test, +1, 7.0 * k_test**2, A_test)
res_wrong = residual(k_test, +1, 3.0 * k_test**2, A_test)
assert res_heavy < 1e-4 and res_light < 1e-4 and res_wrong > 0.1

# --- quantization condition against the 3D diagonalization
even = ball_basis(10, 0)
odd = ball_basis(9, 1)
g1, g2, g3 = 13.4, 4.2, 5.7          # germanium, rough typical values
g = (2 * g2 + 3 * g3) / 5
comparison = []
for p1, p in ((5.0, 1.0), (1.0, 0.45), (g1, g)):
    phis = roots(p1, p)
    formula = (p1 - 2 * p) * phis[0]**2
    values, vecs = levels(even, four_band(p1, p, p), 60, vectors=True)
    assert np.all(abs(values[:4] / formula - 1) < 1e-5)
    assert values[4] > formula * 1.001
    assert np.pi**2 * (p1 - 2 * p) < formula < np.pi**2 * p1
    if p1 == 5.0:
        second = (p1 - 2 * p) * phis[1]**2
        assert np.sum(abs(values / second - 1) < 1e-4) >= 4
    comparison.append((p1, p, phis[0], formula, values[0]))
assert abs(roots(1.0, 1e-7)[0] - np.pi) < 1e-5
e_red = formula                       # last case: germanium
e_num = values[0]
phi, phi2 = phis
beta = (g1 - 2 * g) / (g1 + 2 * g)
x_light = np.sqrt(beta) * phi
ratio = -spherical_jn(0, phi) / spherical_jn(0, x_light)

# --- envelope and its d-wave weight, against <L^2>/6
t, wt = np.polynomial.legendre.leggauss(240)
r, wr = (t + 1) / 2, wt / 2
f = spherical_jn(0, phi * r) + ratio * spherical_jn(0, x_light * r)
gd = -spherical_jn(2, phi * r) + ratio * spherical_jn(2, x_light * r)
density = (f**2 + gd**2) * r**2 * wr
d_weight = np.sum(gd**2 * r**2 * wr) / density.sum()
density /= density.sum()
L2_mean = np.vdot(vecs[:, 0], np.kron(np.eye(4), even[1]) @ vecs[:, 0]).real
assert abs(L2_mean / 6 - d_weight) < 1e-4

# --- germanium dot in silicon dioxide
R_nm = 8.0
unit = const.hbar**2 / (2 * const.m_e * (R_nm * 1e-9)**2) / const.e * 1e3  # meV
E = e_red * unit
odd_levels = levels(odd, four_band(g1, g, g), 12)
odd_deg = int(np.sum(abs(odd_levels / odd_levels[0] - 1) < 1e-5))

# warping: shift quadratic in the anisotropy, quartet kept
aniso = g3 - g2


def warped(scale):
    d = scale * aniso
    return levels(even, four_band(g1, g - 0.6 * d, g + 0.4 * d), 5)


w_full, w_a, w_b = warped(1.0), warped(0.4), warped(0.2)
assert np.ptp(w_full[:4]) < 1e-5 * w_full[0]
quadratic = (w_b[0] - e_num) / (w_a[0] - e_num)
assert abs(quadratic - 0.25) < 0.03

# split-off band: six-band Hamiltonian, orbital spin 1 times spin 1/2
I1, S = spin_matrices(1.0), spin_matrices(0.5)
orbital = [np.kron(m, np.eye(2)) for m in I1]
IS = sum(np.kron(a, b) for a, b in zip(I1, S))
split_meV = 290.0                     # rough


def six_band(basis, delta, b2, b3):
    onsite = 2 * delta / 3 * (np.eye(6) / 2 - IS)
    return levels(basis, band_tensor(orbital, g1, b2, b3, 4.0, 6.0), 6, onsite)


assert abs(six_band(even, 1e6, g, g)[0] / e_num - 1) < 1e-3
six_sph = six_band(even, split_meV / unit, g, g)[0]
six_even = six_band(even, split_meV / unit, g2, g3)[0]
six_odd = six_band(odd, split_meV / unit, g2, g3)[0]
assert six_sph < e_num

# finite barrier: one-band s state, mass chosen to give the same hard-wall E
barrier_meV, m_oxide = 4500.0, 0.5    # rough
m_eff = np.pi**2 / e_red
V = barrier_meV / unit


def finite_well(m_out):
    def match(x):
        kappa = np.sqrt(m_out * (V - x * x / m_eff))
        return (x / np.tan(x) - 1) / m_eff + (kappa + 1) / m_out
    return brentq(match, 1e-3, np.pi - 1e-9)**2 / m_eff


def finite_well_grid(m_out, N=6000, edge=1.5):
    h = edge / N
    node, face = (np.arange(N) + 0.5) * h, np.arange(N + 1) * h
    m_face = np.where(face < 1 - h / 2, m_eff, m_out)
    m_face[abs(face - 1) < h / 2] = (m_eff + m_out) / 2
    F = face**2 / m_face / h**2
    diag = (F[:-1] + F[1:]) / node**2 + np.where(node > 1, V, 0)
    off = -F[1:-1] / (node[:-1] * node[1:])
    return eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))[0][0]


soft_ox, soft_same = finite_well(m_oxide), finite_well(m_eff)
assert abs(finite_well_grid(m_oxide) / soft_ox - 1) < 2e-3
assert abs(finite_well_grid(m_eff) / soft_same - 1) < 2e-3

# dielectric self-energy: multipole matching at the surface, first order
eps_in, eps_out = 16.0, 3.9           # rough
coulomb = const.e / (4 * np.pi * const.epsilon_0 * R_nm * 1e-9) * 1e3  # meV
self_energy = 0
for l in range(200):
    system = np.array([[1, -1], [l * eps_in, (l + 1) * eps_out]], dtype=float)
    reaction = np.linalg.solve(system, [-1 / eps_in, l + 1])[0]
    self_energy += coulomb / 2 * reaction * np.sum(density * r**(2 * l))

# flattened dot of equal volume
aspect = 0.9
a_axis = aspect**(-1 / 3)
flat = levels(even, four_band(g1, g, g), 4, axes=(a_axis, a_axis, aspect * a_axis))
kT = const.k * 300 / const.e * 1e3

print(f"finite-difference residual, heavy wave: {res_heavy:.1e}")
print(f"finite-difference residual, light wave: {res_light:.1e}")
print(f"residual with the wrong sign of j2: {res_wrong:.2f}")
print("reduced energies are in hbar^2/(2 m0 R^2)")
for p1, p, ph, ef, en in comparison:
    print(f"g1={p1:.2f} g={p:.2f}: kR={ph:.5f} E={ef:.5f} 3D E={en:.5f}")
print(f"Ge rough g1, g2, g3: {g1}, {g2}, {g3}")
print(f"spherical g: {g:.2f}")
print(f"heavy mass, light mass (m0): {1/(g1-2*g):.4f}, {1/(g1+2*g):.4f}")
print(f"beta = light/heavy mass: {beta:.5f}")
print(f"1S3/2 root kR: {phi:.5f}")
print(f"1S3/2 qR: {x_light:.5f}")
print(f"j0(kR), j2(kR): {spherical_jn(0,phi):.5f}, {spherical_jn(2,phi):.5f}")
print(f"j0(qR), j2(qR): {spherical_jn(0,x_light):.5f}, "
      f"{spherical_jn(2,x_light):.5f}")
print(f"2S3/2 root kR: {phi2:.5f}")
print(f"amplitude ratio B/A light/heavy: {ratio:.5f}")
print(f"d-wave weight from envelope: {d_weight:.4f}")
print(f"d-wave weight from 3D <L^2>/6: {L2_mean/6:.4f}")
print(f"radius: {R_nm:.1f} nm")
print(f"hbar^2/(2 m0 R^2): {unit:.5f} meV")
print(f"lower and upper bound on E: {np.pi**2*(g1-2*g)*unit:.2f}, "
      f"{np.pi**2*g1*unit:.2f} meV")
print(f"1S3/2 energy: {E:.2f} meV")
print(f"1S3/2 energy: {E/1e3:.5f} eV")
print(f"2S3/2 energy: {(g1-2*g)*phi2**2*unit:.2f} meV")
print(f"lowest odd level: {odd_levels[0]*unit:.2f} meV, degeneracy {odd_deg}")
print(f"odd level minus 1S3/2: {(odd_levels[0]-e_red)*unit:.2f} meV")
print(f"thermal energy at 300 K: {kT:.2f} meV")
print(f"warping shift, four bands: {(w_full[0]-e_num)*unit:.3f} meV")
print(f"warping shift ratio at half anisotropy: {quadratic:.3f}")
print(f"rough split-off energy: {split_meV:.0f} meV")
print(f"split-off shift, spherical: {(six_sph-e_num)*unit:.2f} meV")
print(f"six bands with warping, lowest even: {six_even*unit:.2f} meV")
print(f"six bands with warping, lowest odd: {six_odd*unit:.2f} meV")
print(f"rough oxide barrier: {barrier_meV/1e3:.1f} eV")
print(f"one-band mass matching E: {m_eff:.4f} m0")
print(f"barrier shift, oxide mass {m_oxide} m0: {(soft_ox-e_red)*unit:.2f} meV")
print(f"barrier shift, oxide mass = dot mass: {(soft_same-e_red)*unit:.2f} meV")
print(f"rough dielectric constants dot, oxide: {eps_in}, {eps_out}")
print(f"dielectric self-energy: {self_energy:.2f} meV")
print(f"axis ratio of flattened dot: {aspect}")
print(f"quartet splitting by flattening: {(flat[2]-flat[0])*unit:.2f} meV")
print(f"1S3/2 energy at 10 % smaller radius: {E/0.9**2:.2f} meV")
print("done: every assertion held")
```

Output:

```
finite-difference residual, heavy wave: 2.7e-06
finite-difference residual, light wave: 2.3e-06
residual with the wrong sign of j2: 1.33
reduced energies are in hbar^2/(2 m0 R^2)
g1=5.00 g=1.00: kR=4.00967 E=48.23233 3D E=48.23233
g1=1.00 g=0.45: kR=5.68324 E=3.22992 3D E=3.22992
g1=13.40 g=5.10: kR=5.41170 E=93.71668 3D E=93.71668
Ge rough g1, g2, g3: 13.4, 4.2, 5.7
spherical g: 5.10
heavy mass, light mass (m0): 0.3125, 0.0424
beta = light/heavy mass: 0.13559
1S3/2 root kR: 5.41170
1S3/2 qR: 1.99275
j0(kR), j2(kR): -0.14141, 0.06099
j0(qR), j2(qR): 0.45781, 0.19745
2S3/2 root kR: 7.06536
amplitude ratio B/A light/heavy: 0.30889
d-wave weight from envelope: 0.3069
d-wave weight from 3D <L^2>/6: 0.3069
radius: 8.0 nm
hbar^2/(2 m0 R^2): 0.59531 meV
lower and upper bound on E: 18.80, 78.73 meV
1S3/2 energy: 55.79 meV
1S3/2 energy: 0.05579 eV
2S3/2 energy: 95.10 meV
lowest odd level: 57.35 meV, degeneracy 4
odd level minus 1S3/2: 1.56 meV
thermal energy at 300 K: 25.85 meV
warping shift, four bands: -1.706 meV
warping shift ratio at half anisotropy: 0.251
rough split-off energy: 290 meV
split-off shift, spherical: -0.08 meV
six bands with warping, lowest even: 53.32 meV
six bands with warping, lowest odd: 50.13 meV
rough oxide barrier: 4.5 eV
one-band mass matching E: 0.1053 m0
barrier shift, oxide mass 0.5 m0: -8.06 meV
barrier shift, oxide mass = dot mass: -3.76 meV
rough dielectric constants dot, oxide: 16.0, 3.9
dielectric self-energy: 19.90 meV
axis ratio of flattened dot: 0.9
quartet splitting by flattening: 0.30 meV
1S3/2 energy at 10 % smaller radius: 68.88 meV
done: every assertion held
```
